# Ochkur Exchange Cross Section for Singlet-to-Triplet Excitation of Helium by Fast Electrons, part 2

An electron-transport code needs the cross section for exciting helium from the ground state 1¹S to the metastable triplet 2³S by electron impact. The algebra uses atomic units, \(\hbar=m_e=e=1\). Electron 0 is the projectile, electrons 1 and 2 are bound, and the nucleus is fixed at the origin. The projectile momentum is \(\mathbf k_i\) before and \(\mathbf k_f\) after the collision, \(\Delta\) is the excitation energy, and

\[
E=\frac{k_i^2}{2},\qquad k_f^2=k_i^2-2\Delta,\qquad
\mathbf K=\mathbf k_i-\mathbf k_f.
\]

The atomic states are \(\Psi_i=\varphi_iS\) and \(\Psi_f=\varphi_fT_M\), with singlet and triplet spin functions \(S\) and \(T_M\). The normalized spatial functions \(\varphi_i\) and \(\varphi_f\) are symmetric and antisymmetric. The form factor is

\[
F(K)=\left\langle\varphi_f\right|e^{i\mathbf K\cdot\mathbf r_1}\left|\varphi_i\right\rangle .
\]

With \(\mathbf r_2\) it equals \(-F\), so the direct term vanishes. For 2³S, Part 1 showed by parity that it vanishes even with spin–orbit coupling in the atom. At small \(K\), \(F\simeq-K^2\langle\varphi_f|r_1^2|\varphi_i\rangle/6\).

First-order exchange in the post form uses the outgoing interaction

\[
V=-\frac{2}{r_0}+\frac1{r_{01}}+\frac1{r_{02}} .
\]

Matrix elements between unit plane waves are divided by \(-2\pi\) to give amplitudes. The leading part of \(1/r_{01}\) gives the Ochkur amplitude \(G\), and the sum over final spins gives the factor 3:

\[
G=-\frac{2}{k_i^2}F(K),\qquad
\frac{d\sigma}{d\Omega}=3\,\frac{k_f}{k_i}\,|G|^2,
\]

\[
\sigma=\frac{3\pi J}{E^3}\left[1+O(E^{-3})\right],\qquad
J=\int_0^\infty|F(K)|^2K\,dK .
\]

The bracket covers only the finite integration limits. At fixed \(K\), the amplitude correction from the exact \(1/r_{01}\) integral is of relative order \(1/k_i^2\). The nuclear term's relative size is \(-32\pi\rho_0/(Fk_i^4)\), with

\[
\rho_0=\int d^3r_2\,\varphi_f^*(0,\mathbf r_2)\varphi_i(0,\mathbf r_2).
\]

For comparison, the direct Born cross section for 2¹S is \(2.2\times10^{-3}\) Å\(^2\) at 1000 eV and falls as \(1/E\).

### Values for helium

The two states were computed by configuration interaction in a Gaussian basis of s, p and d functions. Their energies are \(-78.99\) eV and \(-59.19\) eV, so \(\Delta=19.80\) eV. This level omits functions of higher angular momentum, nuclear motion and relativity. Adding f functions lowers the ground state by about 0.014 eV, raises \(\Delta\) to 19.81 eV, and changes \(J\) and \(L\) by about 0.1%.

The form factor has magnitude 0.037, 0.096 and 0.114 at \(K=1\), 2 and 4 Å\(^{-1}\). Between the first two values it grows by a factor of 2.6. The quadratic law would give 4, so the small-\(K\) form is already inaccurate at these transfers.

The integral is \(J=0.075\) atomic units. With s functions alone it is 2.7% larger, which gives an idea of its sensitivity to angular correlation but is not an error bound. To convert the result, multiply \(3\pi J\) by the squared Bohr radius, 0.280 Å\(^2\), and by the cube of the hartree, 27.21 eV:

\[
3\pi\times0.0748\times0.280\times(27.21)^3\simeq4.0\times10^3 ,
\]

\[
\sigma\simeq\frac{4.0\times10^3\ \text{Å}^2\,\text{eV}^3}{E^3}.
\]

At 1000 eV this is \(4.0\times10^{-6}\) Å\(^2\). Direct integration of the Ochkur amplitude over the scattering angle gave a fall-off exponent of 3.000 between 1000 and 2000 eV. At 300 eV the angular integral lies 0.5% below the cube law, and at 100 eV it lies 8% below. These differences measure only the finite limits of the integral. They say nothing about the accuracy of the Ochkur amplitude itself.

### Accuracy within first-order theory

The full first-order exchange amplitude, in the post form, contains the exact integral of \(1/r_{01}\) as well as the terms \(-2/r_0\) and \(1/r_{02}\). It was evaluated with s-type functions. The ratio below compares its cross section with the Ochkur cross section from the same functions.

| \(E\) (eV) | First order / Ochkur |
|---:|---:|
| 100 | 4.86 |
| 300 | 1.02 |
| 1000 | 0.95 |
| 3000 | 1.02 |
| 10000 | 1.01 |
| 30000 | 1.00 |

The approach to one is not monotonic, so the close agreement at 300 eV should not be read as accuracy. The cause is a change in the balance of two corrections. The nuclear correction to the amplitude is \(-32\pi\rho_0/(Fk_i^4)\) relative to the leading term. Inverting the Fourier transform gives \(\rho_0=(2\pi)^{-3}\int F\,d^3K\), so if \(F\) keeps one sign, \(\rho_0\) shares it and this correction is negative. It falls faster than the \(k_i^{-2}\) correction to the repulsion integral. For helium \(F\) does keep one sign over the range examined. The exact repulsion integral alone gives 1.76, 1.18 and 1.05 times the Ochkur cross section at 300, 1000 and 3000 eV. Adding the nuclear term lowers these to 1.13, 0.95 and 1.02, and at 300 eV the term \(1/r_{02}\) supplies the remaining step to 1.02. The argument rests on expansions for large \(k_i\) and does not explain the value at 100 eV.

The larger first-order value at 100 eV is not thereby the better one. Plane waves are a poor description of the slow projectile there. A simple measure of their distortion by the nucleus is the nuclear charge divided by the speed, \(2/k_i\). It is 0.74 at 100 eV, 0.23 at 1000 eV and 0.04 at 30 keV. Second-order scattering is absent from the model, and the numbers above do not bound it. The inverse cube is therefore established here for first-order exchange, not for the complete scattering series.

An implementation must also choose between \(k_i^2\) and \(k_f^2\) in the denominator of \(G\). They agree to leading order. With \(k_f^2\), the cross section is multiplied by \((k_i^2/k_f^2)^2=(1-\Delta/E)^{-2}\). This factor is 1.04 at 1000 eV and 1.55 at 100 eV. A code should state its choice, because at low energy the choice changes the answer noticeably.

### The magnetic limit at high energy

The cube law assumes that no force acts on spin. A moving electron, however, produces a magnetic field, which can turn the spin of one bound electron relative to the other. No exchange is needed for this, so the large momentum denominator is absent.

In Gaussian atomic units, with \(c\simeq137\), the spin energy of bound electron \(j\) in a magnetic field is \(\boldsymbol\sigma_j\cdot\mathbf B/(2c)\), taking its magnetic factor as 2. A projectile of charge \(-1\) and velocity \(\mathbf v\) produces the electric field \(\nabla_j(1/r_{0j})\) at that electron. To leading order in \(v/c\), the magnetic field is \((\mathbf v/c)\) crossed with the electric field. The interaction is

\[
H_j=\frac{1}{2c^2}\,\boldsymbol\sigma_j\cdot\left(\mathbf v\times\nabla_j\frac1{r_{0j}}\right).
\]

Between plane waves, \(1/r_{0j}\) becomes \((4\pi/K^2)e^{i\mathbf K\cdot\mathbf r_j}\), and the gradient gives \(i\mathbf K\). The velocity may be taken as \(\mathbf k_i\) or \(\mathbf k_f\), because \(\mathbf k_i\times\mathbf K=\mathbf k_f\times\mathbf K\). Dividing by \(-2\pi\) gives the amplitude

\[
f_{\rm mag}=-\frac{2}{K^2}\,\frac{i}{2c^2}\,(\mathbf k_i\times\mathbf K)\cdot
\left\langle\Psi_f\right|\sum_j\boldsymbol\sigma_j e^{i\mathbf K\cdot\mathbf r_j}\left|\Psi_i\right\rangle .
\]

Let \(\mathbf n_\perp\) be the unit vector along \(\mathbf k_i\times\mathbf K\), and let \(\sigma_{j\perp}\) be the spin component along it. The total spin of a singlet is zero, so \(\sigma_{2\perp}|S\rangle=-\sigma_{1\perp}|S\rangle\). The spatial matrix elements for electrons 1 and 2 are \(F\) and \(-F\). The two minus signs combine, and the electrons contribute equally:

\[
F\left(\sigma_{1\perp}-\sigma_{2\perp}\right)|S\rangle=2F\,\sigma_{1\perp}|S\rangle .
\]

The state \(\sigma_{1\perp}|S\rangle\) has unit norm because \(\sigma_{1\perp}^2=1\). It has no singlet part: \(\langle S|\sigma_{1\perp}|S\rangle\) and \(\langle S|\sigma_{2\perp}|S\rangle\) are equal by exchange symmetry and opposite by zero total spin. It is therefore a pure triplet, and the spin sum is \(4|F|^2\).

At high energy \(\mathbf K\) is nearly perpendicular to \(\mathbf k_i\) in the region that matters, so \(|\mathbf k_i\times\mathbf K|\simeq k_iK\). Then

\[
\sigma_{\rm mag}\simeq\frac{2\pi}{k_i^2}\int K\,dK
\left(\frac{2}{K^2}\,\frac{k_iK}{2c^2}\right)^2 4|F|^2
=\frac{8\pi L}{c^4},\qquad L=\int_0^\infty\frac{|F|^2}{K}\,dK .
\]

The speed enhances the magnetic force by \(k_i\) in amplitude, and the shrinking solid angle removes \(k_i^2\) from the cross section. The result does not depend on energy at this order.

For unpolarized projectiles this amplitude does not interfere with exchange. Exchange conserves total spin, so as an operator on the projectile spin it must form a scalar with the vector of triplet states. The available vector operator on spin one half is \(\boldsymbol\sigma_0\). The magnetic amplitude above leaves the projectile spin unchanged. Their product is linear in \(\boldsymbol\sigma_0\), which has zero trace, so the average over initial spins vanishes. The two cross sections add:

\[
\sigma\simeq\frac{3\pi J}{E^3}+\frac{8\pi L}{c^4}.
\]

They are equal when

\[
E^3=\frac{3c^4J}{8L}.
\]

For helium \(L=0.0178\). The magnetic term is \(3.6\times10^{-10}\) Å\(^2\), and the crossover lies near 22 keV. Relative to exchange, the magnetic cross section is \(9\times10^{-5}\) at 1000 eV, 0.09 at 10 keV and 2.4 at 30 keV. Above about 10 keV, a code that uses the cube law alone underestimates direct 2³S excitation by the fast electron. Total production also includes cascades, which matter from a few keV upward, as the gas example below notes.

The crossover is a leading-order estimate. At 30 keV the kinetic energy is 5.9% of the electron rest energy. The coupling between the projectile's own magnetic moment and the bound spins has an amplitude of order \(F/c^2\). It can interfere with exchange, whose amplitude is \(2F/k_i^2\), so its relative size is of order \(k_i^2/(2c^2)=E/c^2\). This is the same few percent that relativistic kinematics introduces, up to numerical factors not worked out here.

For a target whose triplet contains a singlet admixture \(\varepsilon\) with a direct form factor \(F_s\), another term appears:

\[
\sigma_{\rm mix}\simeq|\varepsilon|^2\frac{8\pi}{k_i^2}\int\frac{|F_s|^2}{K^3}\,dK .
\]

It falls about as \(1/E\), with a logarithm if \(F_s\) has a dipole part, and so it eventually exceeds the exchange term. Helium 2³S escapes this by the parity argument of Part 1. Other triplet states need a separate check.

### Helium gas under an electron beam

In variable-pressure electron-beam lithography, a gas above the resist carries charge away from an insulating substrate. Take helium at 1 Torr and 300 K, a gas path of 10 mm and a 30 keV beam. These are rough values for the regime, not data for a particular tool. The ideal-gas density is \(3.22\times10^{-8}\) Å\(^{-3}\), and 10 mm is \(10^8\) Å, so the beam meets 3.22 atoms per Å\(^2\).

The yield per electron is this column density times the cross section, valid while the product is small:

\[
\text{exchange: }3.22\times1.47\times10^{-10}=4.7\times10^{-10},\qquad
\text{magnetic: }1.1\times10^{-9}.
\]

Together they give about \(1.6\times10^{-9}\) atoms excited directly to 2³S per primary electron. This is not the whole metastable yield. The singlet 2¹S is metastable too. Its direct cross section, scaled as \(1/E\) from the 1000 eV value in Part 1, gives about \(2.3\times10^{-4}\) atoms per primary electron. The triplet yield also has further sources, because higher triplet levels decay to 2³S by emitting light. For 2³P, a first-order estimate at 30 keV puts the contribution at between one and two times the direct one. A larger source is the D, F and G levels. Their singlet and triplet members are mixed, strongly so for F and G. The direct term excites them with a cross section falling as \(1/E\), and part of their decay runs through the triplet ladder. A rough first-order estimate with hydrogenic outer orbitals gives about 0.1 times the direct yield at 1 keV, a comparable amount at 3 keV, and some 25 times the direct yield at 30 keV, mostly from F levels. These cascades are left out here, and collisional singlet–triplet transfer in the gas is not assessed. The number above is therefore far below the total 2³S yield of a primary electron. At fixed cross section the yield scales as pressure times path length divided by temperature.

One assumption that fails in a real gas is that only primary electrons are present. Ionization and the illuminated surface also supply slow electrons. Over the same path, a 100 eV electron would give \(1.2\times10^{-2}\) directly excited 2³S atoms in the Ochkur model, \(7\times10^6\) times the direct 2³S yield of a primary electron. On this estimate, one such electron per seven million primaries would double the direct 2³S production. The 100 eV value is outside the safe range of the model: the full first-order cross section is 4.9 times larger, and neither treats distortion. The estimate also keeps the electron at 100 eV along a straight 10 mm path. Even an error of a factor of 100 would leave a ratio of order \(10^5\) to the direct primary yield, and of order \(10^3\) once the cascades from the primary electron are counted, so a model of 2³S production in such a gas needs the slow-electron spectrum and a low-energy cross section from a theory beyond first order.

For the fast electrons themselves, the sum of the exchange and magnetic terms is a first-order estimate of direct 2³S excitation from about 1 keV to the 30 keV of this example. At 1 keV the net difference between full first-order exchange and the Ochkur form is 5%. This is the remainder of larger corrections of opposite sign: the repulsion integral alone is 18% above the Ochkur value, and the nuclear term brings the sum to 5% below it. Second-order scattering is not assessed. At 30 keV the neglected relativistic terms are governed by the ratio of kinetic to rest energy, 0.06. The values at the other energies are listed in the numerical output.

## Computed results

```
HELIUM STATES (CI, s p d Gaussian basis)
energy 1^1S: -78.986 eV
energy 2^3S: -59.190 eV
energy 2^1S: -58.392 eV
excitation energy 2^3S: 19.797 eV
largest direct form factor, 2^3S: 1.0e-12
largest direct form factor, 2^1S: 0.1253
|F| at K = 1 1/angstrom: 0.03705
|F| at K = 2 1/angstrom: 0.09587
|F| at K = 4 1/angstrom: 0.11408
spin sums, exchange and magnetic: 3.000, 4.000
J (atomic units): 0.074849
J with s functions only (atomic units): 0.076893
L (dimensionless): 0.017834
sigma*E^3 limit: 3980 angstrom^2 eV^3
fall-off exponent, 1 to 2 keV: 2.99976
power of 1/k in Ochkur error at fixed K: 2.010
power of 1/k in remaining terms: 5.872
CROSS SECTIONS 2^3S (angstrom^2)
E(eV) Ochkur cube-law first-order/Ochkur magnetic/Ochkur
   100 3.678e-03 3.980e-03 4.8619 6.896e-08
   300 1.466e-04 1.474e-04 1.0234 2.191e-06
  1000 3.980e-06 3.980e-06 0.9506 8.682e-05
  3000 1.474e-07 1.474e-07 1.0174 2.391e-03
 10000 3.980e-09 3.980e-09 1.0114 8.916e-02
 30000 1.474e-10 1.474e-10 1.0045 2.412e+00
magnetic plateau: 3.559e-10 angstrom^2
exchange = magnetic at: 22363 eV
direct Born 2^1S at 1000 eV: 2.161e-03 angstrom^2
GAS EXAMPLE
pressure 1 Torr, 300 K, path 10 mm
gas density: 3.219e-08 1/angstrom^3
atoms per area along path: 3.219 1/angstrom^2
2^3S per 30 keV electron, exchange: 4.75e-10
2^3S per 30 keV electron, magnetic: 1.14e-09
2^3S per 100 eV electron, same path: 1.18e-02
100 eV yield / total 30 keV yield: 7.31e+06
kinetic/rest energy at 30 keV: 0.0587
distortion measure 2/k at 100 eV: 0.738
distortion measure 2/k at 1000 eV: 0.233
distortion measure 2/k at 30000 eV: 0.043
```
